# Effective density of states of three split valence bands

## Problem

Consider a hexagonal wide-gap semiconductor in which three valence bands have tops that lie close together. Take each band to be twofold degenerate in spin and parabolic. Let \(E\) be the energy of a hole, measured downward from the highest band top \(E_v\). Band \(i\) is

\[
E=\Delta_i+\frac{\hbar^2k_t^2}{2m_{t,i}}+\frac{\hbar^2k_z^2}{2m_{z,i}},\qquad 0=\Delta_1\le\Delta_2\le\Delta_3 ,
\]

where \(k_z\) is the wave-vector component along the crystal axis and \(k_t\) the magnitude of the component across it. All masses and splittings are held fixed as the temperature \(T\) changes.

(a) For non-degenerate holes, write the hole density as \(p=N_v(T)\,e^{-(E_F-E_v)/k_BT}\), with \(E_F\) the Fermi level, and find \(N_v(T)\).

(b) Does \(N_v\) grow as \(T^{3/2}\), more slowly, or faster? Find its local exponent \(d\ln N_v/d\ln T\).

(c) Evaluate \(N_v\) at 300 K and 600 K for the model below, and judge which neglected effect matters most.

| Band | \(m_t/m_0\) | \(m_z/m_0\) | \(\Delta_i\) (meV) |
|---|---|---|---|
| 1 | 0.6 | 1.7 | 0 |
| 2 | 0.6 | 1.7 | 9 |
| 3 | 1.5 | 0.2 | 70 |

Here \(m_0\) is the free-electron mass. The values are rounded and lie roughly in the regime of 4H silicon carbide, a material of power devices.

## First estimate by scaling

A hole with thermal energy of order \(k_BT\) has a wave vector of order \(\sqrt{mk_BT}/\hbar\). The accessible volume of wave-vector space is the cube of this, so one band offers a density of states that scales as \((mk_BT)^{3/2}/\hbar^3\). To obtain a number, allow two spin states per cube of the thermal wavelength \(\lambda=\sqrt{2\pi\hbar^2/(mk_BT)}\):

\[
B=\frac{2}{\lambda^3}=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.
\]

Scaling alone does not fix the numerical factor; the exact solution will. For an ellipsoid, the volume in wave-vector space is proportional to \(\sqrt{m_t}\sqrt{m_t}\sqrt{m_z}\), so the mass to use is \(m=(m_t^2m_z)^{1/3}\). It is \(0.849\,m_0\) for bands 1 and 2, and \(0.766\,m_0\) for band 3.

Now count a band fully if \(\Delta_i<k_BT\), and otherwise leave it out. At 300 K, \(k_BT=25.85\) meV; at 600 K it is 51.70 meV. At both temperatures bands 1 and 2 count and band 3 does not. With \(\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}\), the value for one upper band at 300 K is

\[
B_1=2\left(\frac{0.849\times0.02585}{4\pi\times0.0381}\right)^{3/2}\mathrm{nm^{-3}}
=1.96\times10^{19}\ \mathrm{cm^{-3}} .
\]

The estimate is twice this, \(3.93\times10^{19}\ \mathrm{cm^{-3}}\). At 600 K it is larger by \(2^{3/2}=2.83\), which gives \(1.11\times10^{20}\ \mathrm{cm^{-3}}\).

The estimate also hints at the answer to (b). Each band contributes a \(T^{3/2}\) law, but the number of bands that count can only rise with \(T\). In this crude picture the extra growth comes in jumps at \(k_BT=\Delta_i\), and between 300 and 600 K there is none.

## Exact solution

### Density of states

Let \(\varepsilon=E-\Delta_i\) be the kinetic energy in band \(i\). States with kinetic energy below \(\varepsilon\) fill an ellipsoid with semi-axes \(\sqrt{2m_{t,i}\varepsilon}/\hbar\) (twice) and \(\sqrt{2m_{z,i}\varepsilon}/\hbar\). In a crystal of volume \(V\), each spin state has \(V/(2\pi)^3\) allowed wave vectors per unit volume of wave-vector space. The number of states is therefore

\[
2\,\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{(2\varepsilon)^{3/2}\sqrt{m_{t,i}^2m_{z,i}}}{\hbar^3}
=\frac{V}{3\pi^2}\left(\frac{2m_i\varepsilon}{\hbar^2}\right)^{3/2},
\qquad m_i=(m_{t,i}^2m_{z,i})^{1/3}.
\]

The anisotropy of the masses is thus fully contained in \(m_i\). For band 1, a cube of edge 100 nm and \(\varepsilon=0.1\) eV, this gives 112349 states; counting the allowed wave vectors one by one gives 112254. Differentiation with respect to \(\varepsilon\) and division by \(V\) yield

\[
g_i(E)=\frac{1}{2\pi^2}\left(\frac{2m_i}{\hbar^2}\right)^{3/2}\sqrt{E-\Delta_i}\quad(E>\Delta_i),
\]

and \(g_i=0\) for \(E<\Delta_i\).

### Summing the bands

A hole is a missing electron. The electron energy of the state is \(E_v-E\), so the probability that the state is empty is

\[
1-\frac{1}{e^{(E_v-E-E_F)/k_BT}+1}=\frac{1}{e^{E/k_BT-\eta}+1},\qquad \eta=\frac{E_v-E_F}{k_BT}.
\]

All three bands share one Fermi level, hence one \(\eta\). If \(E_F\) lies several \(k_BT\) above \(E_v\), then \(e^{\eta}\ll1\), and the probability becomes \(e^{\eta}e^{-E/k_BT}\). The factor \(e^\eta\) is common to all bands and leaves the integral:

\[
p=e^{\eta}\sum_i\int_{\Delta_i}^{\infty}g_i(E)\,e^{-E/k_BT}\,dE .
\]

Put \(E=\Delta_i+k_BT\,x\). The exponential supplies \(e^{-\Delta_i/k_BT}\), while the square root and \(dE\) together supply \((k_BT)^{3/2}\). The remaining integral follows by parts and then with \(x=u^2\):

\[
\int_0^\infty\!\sqrt{x}\,e^{-x}dx=\frac12\int_0^\infty\! x^{-1/2}e^{-x}dx=\int_0^\infty\! e^{-u^2}du=\frac{\sqrt\pi}{2}.
\]

The prefactor of band \(i\) is then

\[
\frac{1}{2\pi^2}\,\frac{\sqrt\pi}{2}\left(\frac{2m_ik_BT}{\hbar^2}\right)^{3/2}
=\frac{1}{4\pi^{3/2}}\left(\frac{2m_ik_BT}{\hbar^2}\right)^{3/2}
=2\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{3/2}\equiv B_i .
\]

The last step uses \(2/(4\pi)^{3/2}=1/(4\pi^{3/2})\), and it confirms the factor chosen in the estimate. The answer to (a) is

\[
N_v(T)=\sum_iB_i\,e^{-\Delta_i/k_BT}
=2\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}\sum_i m_i^{3/2}e^{-\Delta_i/k_BT}.
\]

One may write this as a single band with a temperature-dependent mass, \(m_v^{3/2}=\sum_i m_i^{3/2}e^{-\Delta_i/k_BT}\). In the present model \(m_v\) rises from \(1.24\,m_0\) at 300 K to \(1.38\,m_0\) at 600 K, although no band changes its mass.

### Growth with temperature

Divide \(N_v\) by \(T^{3/2}\). What remains is a constant times \(\sum_i m_i^{3/2}e^{-\Delta_i/k_BT}\). A term with \(\Delta_i=0\) is constant, and a term with \(\Delta_i>0\) rises strictly with \(T\). Therefore, if at least one splitting is non-zero,

\[
\frac{N_v(T_2)}{N_v(T_1)}>\left(\frac{T_2}{T_1}\right)^{3/2}\qquad(T_2>T_1).
\]

If all splittings vanish, the two sides are equal.

For the local exponent, set \(x_i=\Delta_i/k_BT\) and \(w_i=m_i^{3/2}e^{-x_i}\). Since \(dx_i/d\ln T=-x_i\), we have \(dw_i/d\ln T=x_iw_i\), and

\[
\frac{d\ln N_v}{d\ln T}=\frac32+\frac{\sum_i x_iw_i}{\sum_i w_i}=\frac32+\frac{\langle\Delta\rangle}{k_BT}.
\]

Here \(\langle\Delta\rangle\) is the mean depth of the band in which a hole is found. This answers (b).

The exponent has a direct meaning. Because \(\partial e^{-E/k_BT}/\partial\ln T=(E/k_BT)\,e^{-E/k_BT}\), differentiating \(N_v=\int g\,e^{-E/k_BT}dE\), with \(g=\sum_ig_i\), gives

\[
\frac{d\ln N_v}{d\ln T}=\frac{\int E\,g\,e^{-E/k_BT}dE}{k_BT\int g\,e^{-E/k_BT}dE}=\frac{\langle E\rangle}{k_BT}.
\]

The mean hole energy is \(\tfrac32k_BT\) of kinetic energy plus the mean band depth.

The result depends on the choice of reference energy. If energies were counted from the lowest top, the effective density would be \(N_ve^{\Delta_3/k_BT}\), with exponent \(\tfrac32+(\langle\Delta\rangle-\Delta_3)/k_BT\). This is below \(\tfrac32\) when \(\Delta_3>0\), since \(\langle\Delta\rangle<\Delta_3\). The hole density is the same in both descriptions, because the exponential factor changes in the opposite sense.

### Limits and the shape of the exponent

As \(T\to0\), the bands with \(\Delta_i>0\) drop out exponentially, and \(\langle x\rangle\to0\) because \(xe^{-x}\to0\) for large \(x\). When \(k_BT\) far exceeds all splittings, every band counts fully and \(\langle x\rangle\to0\) again, now as \(1/T\). This second limit is formal, since real bands are not parabolic to such energies. The exponent therefore tends to \(\tfrac32\) in both limits and, if at least one splitting is non-zero, lies above \(\tfrac32\) in between.

To locate its extrema, differentiate \(\langle x\rangle=\sum x_iw_i/\sum w_i\). The numerator has the derivative \(\sum(x_i^2-x_i)w_i\) and the denominator \(\sum x_iw_i\), so

\[
\frac{d\langle x\rangle}{d\ln T}=\langle x^2\rangle-\langle x\rangle^2-\langle x\rangle .
\]

Consider first the two upper bands alone, with equal masses and \(x=\Delta_2/k_BT\). The lower of them holds the fraction \(f=1/(e^x+1)\) of the holes. The condition for an extremum is \(x^2f(1-f)=xf\), or \(x(1-f)=1\), which is the same as \(x=1+e^{-x}\). Its single root is \(x=1.278\). There \(\langle x\rangle=xf=x-1=0.278\), so the exponent peaks at 1.778 when \(k_BT=9/1.278=7.04\) meV, near 82 K.

The full three-band model has a maximum of 1.779 at 82 K and a second one of 1.728 at 373 K. The two upper bands alone would give a steadily falling exponent above 82 K, so the second maximum is due to band 3.

### Numbers for the model

The band terms \(B_ie^{-\Delta_i/k_BT}\) at 300 K add up to

\[
N_v=(1.963+1.386+0.112)\times10^{19}=3.46\times10^{19}\ \mathrm{cm^{-3}},
\]

and at 600 K to

\[
N_v=(5.553+4.666+1.230)\times10^{19}=1.145\times10^{20}\ \mathrm{cm^{-3}} .
\]

The mean band depth at 300 K is

\[
\langle\Delta\rangle=\frac{1.386\times9+0.112\times70}{3.461}\ \mathrm{meV}=5.9\ \mathrm{meV},
\]

so the exponent is \(1.5+5.87/25.85=1.727\). At 600 K the depth is 11.2 meV and the exponent \(1.5+11.19/51.70=1.716\). A direct sum of Boltzmann factors over the discrete states of a periodic cube of edge 30 nm gives the same densities and exponents to all digits quoted here.

## Comparison

| \(T\) (K) | Estimate (cm\(^{-3}\)) | Exact sum (cm\(^{-3}\)) |
|---|---|---|
| 300 | \(3.93\times10^{19}\) | \(3.46\times10^{19}\) |
| 600 | \(1.11\times10^{20}\) | \(1.145\times10^{20}\) |

Relative to the exact sum, the estimate is 13 % too high at 300 K and 3 % too low at 600 K. It makes two errors of opposite sign: it counts band 2 fully, although its Boltzmann factor at 300 K is only \(1.386/1.963=0.71\), and it omits band 3. At 600 K the first error adds \(0.89\times10^{19}\ \mathrm{cm^{-3}}\) and the second removes \(1.23\times10^{19}\ \mathrm{cm^{-3}}\). They largely cancel, so the close agreement there is partly accidental.

The estimate does worse on growth. It gives a ratio of 2.83 between the two temperatures, whereas the exact ratio is 3.31. A value of \(N_v\) that is correct at 300 K and carried to 600 K by \(T^{3/2}\) is 14 % below the exact sum. At a fixed density of non-degenerate holes, the resulting error in the Fermi level at 600 K is \(k_BT\ln(3.307/2.828)=8\) meV. The extra growth comes smoothly, not in jumps: from 200 to 600 K the tabulated exponent stays between 1.716 and 1.730. A single power law with exponent near 1.73 therefore describes this model well over that range, but it is not a general law for other splittings.

## What the parabolic sum leaves out

### Coupling between the upper bands

Bands 9 meV apart need not remain independent at thermal energies of 26 meV. To size the effect, couple bands 1 and 2 by a term \(\kappa\hbar^2k_t^2/2m_0\), with \(\kappa\) a dimensionless strength. If \(a\) is their common kinetic energy, the hole energies are the eigenvalues of

\[
\begin{pmatrix}a&\kappa\hbar^2k_t^2/2m_0\\ \kappa\hbar^2k_t^2/2m_0&a+\Delta_2\end{pmatrix},
\quad
E_\mp=a+\frac{\Delta_2}{2}\mp\sqrt{\frac{\Delta_2^2}{4}+\left(\frac{\kappa\hbar^2k_t^2}{2m_0}\right)^2}.
\]

At small \(k_t\) the coupling changes the energies only at order \(k_t^4\), so the band-edge masses and splittings are those of the table.

Let \(y=\hbar^2k_t^2/(2m_tk_BT)\), \(s=\Delta_2/k_BT\) and \(c=\kappa m_t/m_0\). The area element in the plane is proportional to \(dy\), and the \(k_z\) integral is unchanged. Without coupling, the pair contributes \(B_1(1+e^{-s})\). With coupling, the bracket is replaced by

\[
P(s)=2e^{-s/2}\int_0^\infty e^{-y}\cosh R\,dy,\qquad R=\sqrt{s^2/4+c^2y^2},
\]

which converges for \(c<1\). Since \(R\ge s/2\), \(P\) is at least \(2e^{-s/2}\cosh(s/2)=1+e^{-s}\): the coupling raises \(N_v\). The growth remains faster than \(T^{3/2}\), because

\[
\frac{dP}{ds}=e^{-s/2}\int_0^\infty e^{-y}\left(\frac{s}{2R}\sinh R-\cosh R\right)dy<0,
\]

and \(s\) falls as \(T\) rises.

For \(\kappa=0.5\), \(N_v\) at 300 K becomes \(3.8\times10^{19}\ \mathrm{cm^{-3}}\), 9 % above the parabolic sum. For \(\kappa=1\) it becomes \(5.3\times10^{19}\ \mathrm{cm^{-3}}\), 54 % above it. The growth is much less sensitive: the ratio between 600 and 300 K is 3.29 and 3.23 in the two cases, against 3.31 without coupling.

### Degeneracy

For \(\eta<0\), expand the occupation as \(e^{\eta-E/k_BT}-e^{2(\eta-E/k_BT)}+\dots\). The second term carries the integral \(\int\sqrt x\,e^{-2x}dx=2^{-3/2}\sqrt\pi/2\), so

\[
p\simeq N_ve^\eta-2^{-3/2}e^{2\eta}S,\qquad S=\sum_iB_ie^{-2\Delta_i/k_BT}.
\]

Inserting \(e^\eta\simeq p/N_v\) in the small term gives \(\eta\simeq\ln(p/N_v)+2^{-3/2}pS/N_v^2\). At 300 K and \(p=10^{18}\ \mathrm{cm^{-3}}\), the Fermi level moves from 91.6 to 91.4 meV above \(E_v\). At \(10^{19}\ \mathrm{cm^{-3}}\) it moves from 32.1 to 29.9 meV, a shift of about \(0.09\,k_BT\).

### The real material

The masses and splittings used here are rough for 4H silicon carbide, the equal masses of the upper bands are a simplification, and both values of \(\kappa\) are assumed. Raising \(\Delta_2\) by 2 meV lowers \(N_v\) at 300 K by 3 %; raising \(\Delta_3\) by 10 meV lowers it by 1 %. For a rough period of 1.0 nm along the crystal axis, 0.3 % of the holes in a top-band parabola at 600 K lie beyond the zone edge in that direction. This share does not bound the error, because a band can flatten well before the edge. A cosine band with the same edge mass and that period raises the band's contribution by 11 % at 300 K and 17 % at 600 K; with half the period the rise is 2 % and 4.5 %. At \(\kappa=1\) band coupling moves \(N_v\) by tens of per cent and is the largest of the effects sized here; at \(\kappa=0.5\) it is only about as large as the effect of degeneracy at \(10^{19}\ \mathrm{cm^{-3}}\) or of the flattening along the axis. Far from the band edge the coupled pair has in-plane masses \(m_t/(1\mp c)\), so \(\kappa=1\) means a heavy branch of \(1.5\,m_0\). The effect grows steeply as \(c\) approaches 1: \(\kappa=1.35\), a heavy branch near \(3.2\,m_0\), multiplies \(N_v\) at 300 K by 2.8, while the ratio between 600 and 300 K falls only to 3.16. A firm ranking would need the coupling strength of the real material. The parabolic value \(3.5\times10^{19}\ \mathrm{cm^{-3}}\) is therefore a model value; if the heavy in-plane mass of the material is a few \(m_0\), it is too low by a factor of two or more. Nor is \(N_v\) the hole density of a doped layer: acceptors in this material are deep and, except at low doping, only partly ionized at room temperature, so a mobile density of \(10^{19}\ \mathrm{cm^{-3}}\) is high for it. The values for the parabolic sum, for \(\kappa=0.5\) and \(1\) and for degeneracy are in the numerical output.

## Values computed for the example and the checks

```
Model inputs (rough 4H-SiC regime)
band 1: mt=0.6 mz=1.7 m=0.8490 m0, depth=0 meV
band 2: mt=0.6 mz=1.7 m=0.8490 m0, depth=9 meV
band 3: mt=1.5 mz=0.2 m=0.7663 m0, depth=70 meV
states below 0.1 eV, 100 nm cube: counted 112254, formula 112349
T (K), kT (meV), N_v (cm^-3), m_v (m0), exponent
100  8.617  5.1085e+18  1.0382  1.7733
200  17.235  1.7183e+19  1.1653  1.7300
300  25.852  3.4614e+19  1.2391  1.7272
400  34.469  5.6904e+19  1.2945  1.7282
500  43.087  8.3652e+19  1.3389  1.7242
600  51.704  1.1448e+20  1.3753  1.7164
Band terms of N_v at 300 and 600 K (cm^-3)
300 K: 1.9631e+19, 1.3860e+19, 1.1226e+18
600 K: 5.5526e+19, 4.6655e+19, 1.2296e+19
300 K box states: N_v=3.4614e+19 cm^-3, exponent=1.7272
300 K mean band depth: 5.874 meV
600 K box states: N_v=1.1448e+20 cm^-3, exponent=1.7164
600 K mean band depth: 11.186 meV
N_v(600 K)/N_v(300 K): 3.3073; T^(3/2) gives 2.8284
T^(3/2) scaling falls short by 14.48 %
average exponent, 300 to 600 K: 1.7256
low-T ratio to top band: 1.000000; high-T ratio to all: 0.999720
local maximum of exponent: 1.7788 at 82 K
local maximum of exponent: 1.7284 at 373 K
Coupling kappa, T (K), N_v (cm^-3), ratio to uncoupled, exponent
0.5  300  3.7892e+19  1.0947  1.7218
0.5  600  1.2456e+20  1.0881  1.7057
1.0  300  5.3248e+19  1.5384  1.7057
1.0  600  1.7180e+20  1.5007  1.6725
300 K: p (cm^-3), E_F-E_v Boltzmann, Fermi, leading shift (meV)
1e+18  91.626  91.401  0.225
1e+19  32.099  29.873  2.250
depth 2 raised 2 meV: N_v changes -2.98 % (300 K), -1.55 % (600 K)
depth 3 raised 10 meV: N_v changes -1.04 % (300 K), -1.89 % (600 K)
zone edge for 1.0 nm period: 3.142 nm^-1, top-band energy 221.2 meV
300 K top-band share beyond zone edge: 0.0035 %
600 K top-band share beyond zone edge: 0.3444 %
```
